# Static polarizability of an electron in a one-dimensional delta well, part 1

(Sections cited here and not found follow in the second part.)

## First half: one well in a weak field

### The situation

Two metal lines on a chip are separated by an insulating film. When a voltage is applied, the electrons in the film stay bound, but each electron cloud shifts a little against the field. The shifted charge lets the lines store more charge at the same voltage, which slows the circuit. A film with a low permittivity therefore needs electrons that are hard to displace, or few of them.

How far does one bound electron shift, and which property of its binding decides this? The simplest binding that gives a definite answer is an attractive point on a line. It has one parameter, the rate $\kappa$ at which the wave function decays away from the point. I first solve the well with $\kappa=1$, then restore $\kappa$, the mass and the units, and then change the number of dimensions.

### The unit well without a field

In atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$) take

$$h=-\frac12\frac{d^2}{ds^2}-\delta(s).$$

Integrating $h\psi=\epsilon\psi$ over a vanishing interval around $s=0$ removes the right-hand side, because $\psi$ is finite. What remains is a condition on the slope:

$$\psi'(0^+)-\psi'(0^-)=-2\psi(0).$$

Away from the origin a bound state obeys $\psi''=q^2\psi$ with $\epsilon=-q^2/2$ and $q>0$, so it decays as $e^{-q|s|}$ on both sides. For an even state $\psi=Ae^{-q|s|}$ the slope jumps by $-2qA$. The condition demands $-2A$, hence $q=1$. An odd state must vanish at the origin, and a multiple of $e^{-qs}$ can do so only if it is zero everywhere. There is thus one bound state. Its normalization is $A^2\cdot2\int_0^\infty e^{-2s}ds=A^2=1$, so

$$\psi_0=e^{-|s|},\qquad \epsilon_0=-\frac12.$$

Its spread, needed below, is

$$\langle s^2\rangle=2\int_0^\infty s^2e^{-2s}ds=2\cdot\frac{2}{2^3}=\frac12 .$$

### Switching on a weak field

The electron has charge $-e$. A field $F$ along $+x$ pushes it towards $-x$, so its potential energy is $+eFx$. For the unit well I write this as $\phi s$, where $\phi$ is the field in atomic units. The Hamiltonian is $h+\phi s$, and I expand

$$\epsilon=\epsilon_0+\phi\epsilon_1+\phi^2\epsilon_2+\dots,\qquad \psi=\psi_0+\phi\chi+\phi^2\psi_2+\dots$$

Equating the terms proportional to $\phi$ and to $\phi^2$ gives

$$(h-\epsilon_0)\chi=(\epsilon_1-s)\psi_0,$$

$$(h-\epsilon_0)\psi_2=(\epsilon_1-s)\chi+\epsilon_2\psi_0.$$

Now multiply each equation by $\psi_0$ and integrate. The left sides vanish, because $h$ may be moved onto $\psi_0$: all functions here decay at infinity and obey the same slope condition. The first equation gives $\epsilon_1=\langle s\rangle$, which is zero since $\psi_0^2$ is even. The second then gives

$$\epsilon_2=\int\psi_0\,s\,\chi\,ds .$$

The function $\chi$ is still to be found. Its source $-s\psi_0$ is odd and $h$ is even, so any even part of $\chi$ solves the equation without a source. That part is a multiple of $\psi_0$, which only changes the normalization, and I set it to zero. Then $\chi$ is odd and $\chi(0)=0$, so the delta does not act on it. The point attraction enters the response only through $\psi_0$ and its energy $\epsilon_0$.

For $s>0$ the equation reads

$$-\frac12\chi''+\frac12\chi=-s\,e^{-s}.$$

Put $\chi=f e^{-s}$. Then $\chi''=(f''-2f'+f)e^{-s}$, the terms in $f$ cancel, and multiplication by $-2$ leaves

$$f''-2f'=2s .$$

This is a first-order equation for $f'$. The trial form $f'=as+b$ gives $a-2as-2b=2s$, so $a=-1$ and $b=-\tfrac12$. One could add $Ce^{2s}$ to $f'$, but $\chi$ would then grow as $e^{s}$, so $C=0$. One more integration gives $f=-\tfrac12s^2-\tfrac12s$ plus a constant, and the constant is zero because $\chi(0)=0$. Continued as an odd function,

$$\chi=-\frac12\,s\,(1+|s|)\,e^{-|s|}.$$

The integrand of $\epsilon_2$ is even, so twice the right half suffices:

$$\epsilon_2=-\int_0^\infty(s^3+s^2)e^{-2s}ds=-\left(\frac{6}{16}+\frac{2}{8}\right)=-\frac58 .$$

The signs make sense. The function $\chi$ is negative on the right and positive on the left, so the cloud moves towards $-s$, where the force pushes it. The energy falls, as the second-order energy of a ground state must.

### Energy, dipole and the definition of polarizability

The dipole moment is $d=-e\langle x\rangle$, and the static polarizability $\alpha$ is defined by $d=\alpha F$ for small $F$. The derivative of the energy with respect to the field is the expectation value of the derivative of the Hamiltonian, $dE/dF=e\langle x\rangle=-d$. Integrating from zero field gives the quadratic energy $-\alpha F^2/2$. For the unit well this means $-\alpha/2=-5/8$, so $\alpha=5/4$.

The wave function must give the same number. To first order the density changes by $2\phi\psi_0\chi$, and

$$\langle s\rangle=2\phi\int\psi_0\,s\,\chi\,ds=2\phi\epsilon_2=-\frac54\phi ,$$

so the dipole is $+\tfrac54\phi$, along the field.

The change of density is $-\phi s(1+|s|)e^{-2|s|}$. For $s>0$ its size is largest where the derivative of $(s+s^2)e^{-2s}$ vanishes. This requires $1+2s-2s-2s^2=0$, or $s=1/\sqrt2$. The charge is therefore moved mainly at distances comparable with the decay length, while the density at the attractive point itself is unchanged to first order.

### Restoring the decay constant, the mass and the units

A general well has the Hamiltonian

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}-\frac{\hbar^2\kappa}{m}\delta(x)+eFx .$$

Measure length in decay lengths, $x=s/\kappa$. The second derivative gains a factor $\kappa^2$, and $\delta(s/\kappa)=\kappa\,\delta(s)$, so

$$H=\frac{\hbar^2\kappa^2}{m}\left[-\frac12\frac{d^2}{ds^2}-\delta(s)+\phi s\right],\qquad \phi=\frac{meF}{\hbar^2\kappa^3}.$$

The bracket is the unit well. Without a field the state is $\sqrt\kappa\,e^{-\kappa|x|}$ with energy $-\hbar^2\kappa^2/(2m)$. The quadratic energy is

$$-\frac58\phi^2\,\frac{\hbar^2\kappa^2}{m}=-\frac58\,\frac{m^2e^2F^2}{\hbar^4\kappa^6}\,\frac{\hbar^2\kappa^2}{m}=-\frac{5me^2F^2}{8\hbar^2\kappa^4},$$

and comparison with $-\alpha F^2/2$ gives

$$\boxed{\alpha=\frac{5me^2}{4\hbar^2\kappa^4}}$$

With SI quantities this is in C m²/V. Division by $4\pi\varepsilon_0$ turns it into a volume. If $m$ is the free electron mass, the Bohr radius is $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$, and that volume is

$$\alpha_V=\frac{5}{4a_0\kappa^4}.$$

The response is along the line of the well. A field at right angles to the line does nothing in this model.

The number $\phi$ also tells when a field is weak. It compares the energy $eF/\kappa$ gained over one decay length with $\hbar^2\kappa^2/m$, which is twice the binding energy. The formula needs $\phi\ll1$.

Whether a heavier particle is harder or easier to polarize depends on what is held fixed. At fixed $\kappa$, $\alpha$ is proportional to $m$, because a heavier particle with the same wave function is bound less deeply. At fixed binding energy $B=\hbar^2\kappa^2/(2m)$ we have $\kappa^4=4m^2B^2/\hbar^4$, so

$$\alpha=\frac{5\hbar^2e^2}{16\,mB^2},$$

and the heavier particle is harder to polarize. In the limit $B\to\infty$ the electron is pinned and $\alpha\to0$. As $B\to0$, $\alpha$ grows without bound, but the range of weak fields shrinks as $\kappa^3$.

As a test of the scaling, the Hamiltonian was diagonalized on a grid from $-20$ to $20$ bohr with spacing 0.02 bohr, in fields of $0$ and $\pm0.002$ atomic units. The pairs $(\kappa,m)$ were $(1,1)$, $(0.7,1)$, $(1.3,1)$ and $(1,0.5)$ in atomic units. The curvature of the energy and the induced dipole both agreed with $5m/(4\kappa^4)$ to within 0.3 percent of its value in all four cases. For the unit well the curvature gave 1.25021 against 1.25.

### The same number from the excited states

Second-order perturbation theory can also be written as a sum over the states into which the field mixes the electron. This route uses no first-order wave function, and it shows which energies matter.

The field connects the even ground state to odd states. These vanish at the origin, do not feel the delta, and are free waves $\sin(qs)/\sqrt\pi$ with $q>0$ and energy $q^2/2$. The factor $1/\sqrt\pi$ normalizes them so that the overlap of two such waves is $\delta(q-q')$. The matrix element is

$$s_q=\frac{2}{\sqrt\pi}\int_0^\infty s\sin(qs)\,e^{-s}ds .$$

The integral is the imaginary part of $\int_0^\infty s\,e^{-(1-iq)s}ds=(1-iq)^{-2}=(1+iq)^2/(1+q^2)^2$, which is $2q/(1+q^2)^2$. Hence

$$s_q=\frac{4q}{\sqrt\pi\,(1+q^2)^2}.$$

The excitation energy is $(1+q^2)/2$, and the second-order energy is minus the sum of $s_q^2$ over it. Since $\alpha=-2\epsilon_2$,

$$\alpha=2\int_0^\infty\frac{s_q^2}{(1+q^2)/2}\,dq=\frac{64}{\pi}\int_0^\infty\frac{q^2}{(1+q^2)^5}\,dq .$$

With $q=\tan\theta$ the integrand becomes $\sin^2\theta\cos^6\theta=\cos^6\theta-\cos^8\theta$. From $0$ to $\pi/2$ the integral of $\cos^6\theta$ is $5\pi/32$, and that of $\cos^8\theta$ is $7/8$ of this. The difference is $5\pi/256$, and $\alpha=64\cdot5/256=5/4$ again. Numerical integration at $\kappa=0.8$ gave $\alpha\kappa^4=1.25000$.

If all excitations had one energy $\Delta$, completeness would give $\alpha=2\langle s^2\rangle/\Delta$. This defines a mean excitation energy

$$\Delta=\frac{2\cdot\frac12}{\frac54}=\frac45,$$

which is $8/5$ of the binding energy $\tfrac12$. It must lie above the binding energy, because every excited state lies in the continuum. That alone gives the bound $\alpha\le2$ for the unit well, and $5/4$ respects it. The factor $\kappa^{-4}$ can now be read as a squared size, $\kappa^{-2}$, divided by an energy proportional to $\kappa^2$.

### From a line to three dimensions

Real electrons are not confined to lines. The corresponding model in space is a zero-range well, an attractive point that acts on spherically symmetric waves alone. With $\kappa=1$ its bound state is $\psi_0=u_0/(r\sqrt{4\pi})$ with $u_0=\sqrt2\,e^{-r}$.

The field term $\phi r\cos\theta$ produces a first-order function $\phi\,w(r)\cos\theta/(r\sqrt{4\pi})$. It has one unit of angular momentum, so it does not feel the well but does feel the centrifugal term $1/r^2$:

$$-\frac12w''+\frac{w}{r^2}+\frac12w=-\sqrt2\,r\,e^{-r}.$$

Try $w=ar^2e^{-r}$, for which $w''=a(2-4r+r^2)e^{-r}$. The left side is $a(-1+2r-\tfrac12r^2+1+\tfrac12r^2)e^{-r}=2ar\,e^{-r}$, so $a=-1/\sqrt2$. Solutions without a source either grow at infinity or diverge as $1/r$ at the origin, and are excluded. The angular average of $\cos^2\theta$ is $1/3$, and

$$\epsilon_2=\frac13\int_0^\infty u_0\,r\,w\,dr=-\frac13\int_0^\infty r^3e^{-2r}dr=-\frac13\cdot\frac{6}{16}=-\frac18 .$$

Hence $\alpha=1/4$, or $1/(4\kappa^4)$ in atomic units, equal in all directions. A radial grid calculation at $\kappa=0.8$ and $1.2$ agreed with this to within 0.2 percent.

At equal $\kappa$ the line well is thus five times more polarizable along its axis. A factor of three comes from the spread along the field. In space $\langle r^2\rangle=2\int_0^\infty r^2e^{-2r}dr=\tfrac12$ is shared among three directions, which leaves $1/6$ for each instead of $1/2$. The rest is the mean excitation energy, $2\cdot\tfrac16/\tfrac14=4/3$ instead of $4/5$, a factor of $5/3$.

## Second half: strong fields and a film of wells

### What is carried over

An electron of mass $m$ and charge $-e$ sits in a delta well with decay constant $\kappa$ and binding energy $B=\hbar^2\kappa^2/(2m)$. In a field $F$ along the line its energy is $\hbar^2\kappa^2/m$ times a number $\epsilon(\phi)$, where $\phi=meF/(\hbar^2\kappa^3)$ is the reduced field. For weak fields $\epsilon=-\tfrac12-\tfrac58\phi^2$, which gives $\alpha=5me^2/(4\hbar^2\kappa^4)$, or the volume $\alpha_V=5/(4a_0\kappa^4)$ with the Bohr radius $a_0$. In three dimensions the zero-range well has one fifth of this, in every direction.

### The level in a finite field

The potential $\phi s$ falls without limit towards $s\to-\infty$. However weak the field, the electron can tunnel out, so the level is a resonance with a complex energy. What does $\alpha$ then mean? The unit well can be solved in full, and the solution answers this.

Away from the origin $\psi''=2(\phi s-\epsilon)\psi$. Let $\beta=(2\phi)^{1/3}$ and $\zeta=\beta s+z$ with $z=-2\epsilon/\beta^2$. Since $2\phi=\beta^3$, the equation becomes $d^2\psi/d\zeta^2=\zeta\psi$, whose solutions are the Airy functions Ai and Bi. On the right the wave must decay, which selects Ai. On the left it must travel outwards. For $\zeta=-u$ with large $u$, Ai and Bi behave as the sine and cosine of $\tfrac23u^{3/2}+\tfrac\pi4$ with a common amplitude, so the outgoing wave is $C=\mathrm{Bi}+i\,\mathrm{Ai}$.

Continuity holds if $\psi=\mathrm{Ai}(\zeta)C(z)$ on the right and $\psi=C(\zeta)\mathrm{Ai}(z)$ on the left. The slope condition is then

$$\beta\,[\mathrm{Ai}'(z)C(z)-C'(z)\mathrm{Ai}(z)]=-2\,\mathrm{Ai}(z)C(z).$$

The bracket is minus the Wronskian of Ai and $C$. The part $i\,\mathrm{Ai}$ of $C$ drops out of it, and the Wronskian of Ai and Bi is $1/\pi$. Therefore

$$2\pi\,\mathrm{Ai}(z)\,[\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)]=\beta .$$

The weak-field polarizability of the delta well is now known, and an exact condition fixes its complex energy in a finite field. It remains to expand this condition to see what $\alpha$ means for a level that can decay, to find the escape rate, and to go from one well to the permittivity of a film.
